# Effective angular momentum and spin-orbit splitting of the t2g triplet: test program

```python
"""
Result under test: for one d electron with spin-orbit coupling lam*L.S (lam > 0),
the orbital angular momentum L projected onto t2g = (yz, zx, xy) equals -l, with l
the angular momentum of p orbitals (x, y, z).  The projected coupling has a j=1/2
doublet at +lam above a j=3/2 quartet at -lam/2: separation 3*lam/2.
Also tested: the exact separation when e_g lies a finite energy delta above t2g,
the magnetic moment of the doublet, and Slater-Koster d-d hopping between doublets.
Symbols: S spin 1/2, j = l + S, hbar = 1, energies in eV.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.constants import physical_constants

lam, delta = 0.4, 3.0
v_sigma, v_pi, v_delta = -0.5, 0.3, -0.05
hartree = physical_constants["Hartree energy in eV"][0]

# ---- angular momentum matrices from derivatives and sphere quadrature ----
x, y, z = sp.symbols("x y z", real=True)
d_orbitals = [y*z, z*x, x*y, (x**2 - y**2)/2,
              (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3))]
d_orbitals = [sp.sqrt(15/(4*sp.pi))*f for f in d_orbitals]
d_orbitals = [2*f/2 for f in d_orbitals]
p_orbitals = [sp.sqrt(3/(4*sp.pi))*f for f in (x, y, z)]

nodes, node_weights = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(16)/16
cos_t, phi_grid = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
points = (sin_t*np.cos(phi_grid), sin_t*np.sin(phi_grid), cos_t)
weights = np.repeat(node_weights[:, None], 16, axis=1)*2*np.pi/16


def on_sphere(f):
    return sp.lambdify((x, y, z), f, "numpy")(*points)*np.ones_like(cos_t)


def curl_part(f, k):
    """(r x grad)_k f, so that L_k f = -i times this."""
    r = (x, y, z)
    a, b = (k + 1) % 3, (k + 2) % 3
    return sp.expand(r[a]*sp.diff(f, r[b]) - r[b]*sp.diff(f, r[a]))


def matrices(orbitals):
    values = np.array([on_sphere(f) for f in orbitals])
    overlap = np.einsum("aij,bij,ij->ab", values, values, weights)
    ang = []
    for k in range(3):
        images = np.array([on_sphere(curl_part(f, k)) for f in orbitals])
        ang.append(-1j*np.einsum("aij,bij,ij->ab", values, images, weights))
    return overlap, ang


def commutator(a, b):
    return a @ b - b @ a


# overall norm of the d functions is checked here, not assumed
overlap_d, L = matrices(d_orbitals)
overlap_p, l_p = matrices(p_orbitals)
norm_d = overlap_d[0, 0]
assert np.allclose(overlap_d, np.eye(5), atol=1e-12), norm_d
assert np.allclose(overlap_p, np.eye(3), atol=1e-12)
assert np.allclose(commutator(L[0], L[1]), 1j*L[2], atol=1e-12)
assert np.allclose(sum(m @ m for m in L), 6*np.eye(5), atol=1e-12)

# ---- projection onto t2g and the reversed sign ----
A = [m[:3, :3] for m in L]
for k in range(3):
    assert np.allclose(A[k], -l_p[k], atol=1e-12)
    assert np.allclose(L[k][3:, 3:], 0, atol=1e-12)
    a, b = (k + 1) % 3, (k + 2) % 3
    assert np.allclose(commutator(A[a], A[b]), -1j*A[k], atol=1e-12)

# ---- projected spin-orbit problem: six states ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
S = [s/2 for s in pauli]
h_t2g = sum(np.kron(A[k], S[k]) for k in range(3))
e6, v6 = np.linalg.eigh(lam*h_t2g)
assert np.allclose(e6, [-lam/2]*4 + [lam]*2, atol=1e-12)
j = [np.kron(l_p[k], np.eye(2)) + np.kron(np.eye(3), S[k]) for k in range(3)]
j_squared = sum(m @ m for m in j)
assert np.allclose(j_squared @ v6[:, :4], 15/4*v6[:, :4], atol=1e-12)
assert np.allclose(j_squared @ v6[:, 4:], 3/4*v6[:, 4:], atol=1e-12)
e_plus = np.linalg.eigvalsh(lam*sum(np.kron(l_p[k], S[k]) for k in range(3)))
assert np.allclose(e_plus, [-lam]*2 + [lam/2]*4, atol=1e-12)

# closed form of the doublet: sum_i d_i sigma_i chi / sqrt(3)
doublet = sum(np.kron(np.eye(3)[:, [k]], pauli[k]) for k in range(3))/np.sqrt(3)
assert np.allclose(doublet @ doublet.conj().T,
                   v6[:, 4:] @ v6[:, 4:].conj().T, atol=1e-12)

# ---- full d shell: ten states with e_g at finite delta ----
h_full = sum(np.kron(L[k], S[k]) for k in range(3))
assert np.allclose(h_full @ h_full, 1.5*np.eye(10) - h_full/2, atol=1e-12)
to_eg = h_full[6:, :6]
assert np.allclose(to_eg @ v6[:, 4:], 0, atol=1e-12)
gram = (to_eg @ v6[:, :4]).conj().T @ (to_eg @ v6[:, :4])
assert np.allclose(gram, 1.5*np.eye(4), atol=1e-12)


def solve_full(gap):
    field = np.kron(np.diag([0, 0, 0, gap, gap]), np.eye(2))
    return np.linalg.eigh(field + lam*h_full)


def exact_separation(gap):
    big_d = gap + lam/2
    return 1.5*lam + (np.sqrt(big_d**2 + 6*lam**2) - big_d)/2


gaps = [1.0, 3.0, 10.0, 30.0, 100.0]
separations = []
for gap in gaps:
    e, _ = solve_full(gap)
    assert np.allclose(e[4:6], lam, atol=1e-11)
    assert np.ptp(e[:4]) < 1e-11 and np.ptp(e[6:]) < 1e-11
    separations.append(e[4] - e[0])
    assert abs(separations[-1] - exact_separation(gap)) < 1e-11
far = 1000*lam
e_far, _ = solve_full(far)
correction = e_far[4] - e_far[0] - 1.5*lam
# the next term of the expansion is smaller by about lam/(2*far) = 5e-4
assert abs(correction/(1.5*lam**2/far) - 1) < 1e-3

e10, v10 = solve_full(delta)
eg_weight = np.sum(abs(v10[6:, :4])**2)/4
D = delta + lam/2
R = np.sqrt(D**2 + 6*lam**2)
assert abs(eg_weight - (1 - D/R)/2) < 1e-12
pair = v10[:, 4:6]
assert np.allclose(pair[6:], 0, atol=1e-11)
orbital_weights = np.sum(abs(pair[:6].reshape(3, 2, 2))**2, axis=(1, 2))/2
assert np.allclose(orbital_weights, 1/3, atol=1e-11)

# ---- magnetic moment operator L + 2S inside the doublet ----
for k in range(3):
    moment = np.kron(L[k], np.eye(2)) + 2*np.kron(np.eye(5), S[k])
    inside = pair.conj().T @ moment @ pair
    j_inside = pair[:6].conj().T @ j[k] @ pair[:6]
    assert np.allclose(inside, -2*j_inside, atol=1e-11)
    moment_values = np.linalg.eigvalsh(inside)
    assert np.allclose(moment_values, [-1, 1], atol=1e-11)
wrong = np.kron(l_p[2], np.eye(2)) + 2*np.kron(np.eye(3), S[2])
wrong_values = np.linalg.eigvalsh(pair[:6].conj().T @ wrong @ pair[:6])
assert np.allclose(wrong_values, [-1/3, 1/3], atol=1e-11)

# ---- Slater-Koster hopping: bond along z, then rotated bonds ----
hop_z = np.diag([v_pi, v_pi, v_delta, v_delta, v_sigma]).astype(complex)
turn_x = expm(-1j*np.pi/2*L[1])
turn_y = expm(1j*np.pi/2*L[0])
turn_diag = expm(-1j*np.pi/4*L[2]) @ turn_x
hops = {"z": hop_z}
for name, u in (("x", turn_x), ("y", turn_y), ("110", turn_diag)):
    hops[name] = u @ hop_z @ u.conj().T
assert np.allclose(hops["x"][:3, :3], np.diag([v_delta, v_pi, v_pi]), atol=1e-11)
assert np.allclose(hops["y"][:3, :3], np.diag([v_pi, v_delta, v_pi]), atol=1e-11)
t_doublet = {}
for name, hop in hops.items():
    projected = pair.conj().T @ np.kron(hop, np.eye(2)) @ pair
    t_doublet[name] = projected[0, 0].real
    if name == "110":
        expected = (3*v_sigma + 4*v_pi + 5*v_delta)/12
    else:
        expected = (2*v_pi + v_delta)/3
    assert np.allclose(projected, expected*np.eye(2), atol=1e-11)

# ---- printed numbers ----
print("INPUT")
print(f"lambda = {lam:.2f} eV, Delta = {delta:.2f} eV")
print(f"V_ddsigma = {v_sigma:.2f} eV, V_ddpi = {v_pi:.2f} eV")
print(f"V_dddelta = {v_delta:.2f} eV")
print("PROJECTED L_z, imaginary part, basis yz zx xy (hbar)")
for row in A[2].imag:
    print("  " + " ".join(f"{round(v, 8) + 0.0:5.1f}" for v in row))
print("p-SHELL l_z, imaginary part, basis x y z (hbar)")
for row in l_p[2].imag:
    print("  " + " ".join(f"{round(v, 8) + 0.0:5.1f}" for v in row))
print("T2G ONLY (six states)")
print(f"quartet j=3/2 energy = {e6[0]:.4f} eV")
print(f"doublet j=1/2 energy = {e6[5]:.4f} eV")
print(f"separation = {e6[5] - e6[0]:.4f} eV")
print(f"separation = {(e6[5] - e6[0])/hartree:.6f} hartree")
print(f"with unreversed sign: doublet {e_plus[0]:.4f} eV")
print(f"with unreversed sign: quartet {e_plus[5]:.4f} eV")
print("FULL D SHELL (ten states)")
print(f"lower quartet = {e10[0]:.5f} eV")
print(f"doublet       = {e10[4]:.5f} eV")
print(f"upper quartet = {e10[6]:.5f} eV")
print(f"separation doublet - lower quartet = {e10[4] - e10[0]:.5f} eV")
print(f"3 lambda/2 + 3 lambda^2/(2 Delta) = "
      f"{1.5*lam + 1.5*lam**2/delta:.5f} eV")
print(f"coupling of quartet to e_g = {lam*np.sqrt(gram[0, 0].real):.5f} eV")
print(f"e_g weight in lower quartet = {eg_weight:.5f}")
print("SEPARATION AGAINST DELTA")
for gap, sep in zip(gaps, separations):
    print(f"  Delta = {gap:6.1f} eV: separation = {sep:.5f} eV")
print("DOUBLET PROPERTIES")
print("weights of yz, zx, xy = "
      + ", ".join(f"{w:.4f}" for w in orbital_weights))
print(f"eigenvalues of L_z+2S_z = {moment_values[0]:.4f}, "
      f"{moment_values[1]:.4f} hbar")
print(f"with unreversed sign = {wrong_values[0]:.4f}, "
      f"{wrong_values[1]:.4f} hbar")
for name in ("x", "y", "z", "110"):
    print(f"doublet hopping, bond {name} = {t_doublet[name]:.5f} eV")
print("PASS")
```

Printed output:

```
INPUT
lambda = 0.40 eV, Delta = 3.00 eV
V_ddsigma = -0.50 eV, V_ddpi = 0.30 eV
V_dddelta = -0.05 eV
PROJECTED L_z, imaginary part, basis yz zx xy (hbar)
    0.0   1.0   0.0
   -1.0   0.0   0.0
    0.0   0.0   0.0
p-SHELL l_z, imaginary part, basis x y z (hbar)
    0.0  -1.0   0.0
    1.0   0.0   0.0
    0.0   0.0   0.0
T2G ONLY (six states)
quartet j=3/2 energy = -0.2000 eV
doublet j=1/2 energy = 0.4000 eV
separation = 0.6000 eV
separation = 0.022050 hartree
with unreversed sign: doublet -0.4000 eV
with unreversed sign: quartet 0.2000 eV
FULL D SHELL (ten states)
lower quartet = -0.27332 eV
doublet       = 0.40000 eV
upper quartet = 3.07332 eV
separation doublet - lower quartet = 0.67332 eV
3 lambda/2 + 3 lambda^2/(2 Delta) = 0.68000 eV
coupling of quartet to e_g = 0.48990 eV
e_g weight in lower quartet = 0.02191
SEPARATION AGAINST DELTA
  Delta =    1.0 eV: separation = 0.77460 eV
  Delta =    3.0 eV: separation = 0.67332 eV
  Delta =   10.0 eV: separation = 0.62348 eV
  Delta =   30.0 eV: separation = 0.60794 eV
  Delta =  100.0 eV: separation = 0.60240 eV
DOUBLET PROPERTIES
weights of yz, zx, xy = 0.3333, 0.3333, 0.3333
eigenvalues of L_z+2S_z = -1.0000, 1.0000 hbar
with unreversed sign = -0.3333, 0.3333 hbar
doublet hopping, bond x = 0.18333 eV
doublet hopping, bond y = 0.18333 eV
doublet hopping, bond z = 0.18333 eV
doublet hopping, bond 110 = -0.04583 eV
PASS
```
